# In-plane Hartree stress for a slab-truncated Coulomb kernel: a numerical check

```python
"""
In-plane Hartree stress of a slab with a Coulomb kernel truncated at |z| = zc.

Result under test (Hartree atomic units, zc = L/2 held fixed under strain):
  E = 1/(2 A L) sum_G v(G) |N(G)|^2
  v(G) = 4 pi/G^2 [1 - cos(Gz zc) exp(-g zc)],   v(0) = -2 pi zc^2
  dE/d eps_ab = 1/(2 A L) sum_G |N|^2 { -delta_ab v
        + Ga Gb [2 v/G^2 - 4 pi zc cos(Gz zc) exp(-g zc)/(g G^2)] }
A: cell area, L: cell height, g: length of the in-plane part of G,
N(G): Fourier integral of the charge density over one cell, constant when the
density is carried affinely by the strain.  Stress = (dE/d eps)/A.
The independent reference is a real-space lattice sum of 1/r interactions
between Gaussian clouds, without truncation and without Fourier series.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

PI = np.pi
CHARGES = np.array([1.0, -2.0, 1.0])
ARM = np.array([8.0, 4.0, 0.5])
SITES = np.array([ARM, 0 * ARM, -ARM])
WIDTH = 1.0
SHAPE = np.array([[1.0, 0.0], [0.25, 1.0]])   # rows: lattice vectors / side
G_MAX = 5.5
COMPONENTS = {"xx": (0, 0), "yy": (1, 1), "xy": (0, 1)}


def kernel(g, kz, zc):
    """Truncated kernel for commensurate kz, with its value at G = 0."""
    g, kz = np.broadcast_arrays(np.asarray(g, float), np.asarray(kz, float))
    G2 = g**2 + kz**2
    safe = np.where(G2 > 0, G2, 1.0)
    v = 4 * PI * (1 - np.cos(kz * zc) * np.exp(-g * zc)) / safe
    return np.where(G2 > 0, v, -2 * PI * zc**2)


def kernel_strain_parts(gx, gy, kz, a, b, zc):
    """Strain derivative of v: part from 1/G^2, part from exp(-g zc)."""
    g = np.hypot(gx, gy)
    G2 = g**2 + kz**2
    safe_G2 = np.where(G2 > 0, G2, 1.0)
    safe_g = np.where(g > 0, g, 1.0)
    gagb = (gx, gy)[a] * (gx, gy)[b]
    inverse_square = gagb * 2 * kernel(g, kz, zc) / safe_G2
    exponential = (-gagb * 4 * PI * zc * np.cos(kz * zc) * np.exp(-g * zc)
                   / (safe_g * safe_G2))
    return inverse_square, exponential


def kernel_by_quadrature(g, kz, zc):
    """Definition: transform of the planar interaction over |z| < zc."""
    if g == 0:
        f = lambda z: -4 * PI * z * np.cos(kz * z)
    else:
        f = lambda z: 4 * PI / g * np.exp(-g * z) * np.cos(kz * z)
    return quad(f, 0, zc, epsabs=1e-11, epsrel=1e-12, limit=300)[0]


def derivative(f, h=2e-3):
    """Fourth-order central difference at zero."""
    return (8 * (f(h) - f(-h)) - (f(2 * h) - f(-2 * h))) / (12 * h)


def deformation(a, b, eps):
    F = np.eye(2)
    F[a, b] += eps
    return F


class PlaneWaveSlab:
    def __init__(self, side, height):
        self.L, self.zc = height, height / 2
        cell = side * SHAPE
        self.area = abs(np.linalg.det(cell))
        recip = 2 * PI * np.linalg.inv(cell).T
        m = int(np.ceil(G_MAX * np.linalg.norm(cell, axis=1).max() / (2 * PI)))
        i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
        self.gpar = np.column_stack([i.ravel(), j.ravel()]) @ recip
        k = int(np.ceil(G_MAX * height / (2 * PI)))
        self.kz = (2 * PI / height * np.arange(-k, k + 1))[None, :]
        self.g = np.linalg.norm(self.gpar, axis=1)[:, None]
        N = 0
        for q, r in zip(CHARGES, SITES):
            N = N + q * (np.exp(-1j * (self.gpar @ r[:2]))[:, None]
                         * np.exp(-1j * self.kz * r[2]))
        self.N2 = np.abs(N)**2 * np.exp(-(self.g**2 + self.kz**2) * WIDTH**2)

    def energy(self, F=np.eye(2)):
        g = np.linalg.norm(self.gpar @ np.linalg.inv(F), axis=1)[:, None]
        volume = self.area * np.linalg.det(F) * self.L
        return np.sum(self.N2 * kernel(g, self.kz, self.zc)) / (2 * volume)

    def strain_terms(self, a, b):
        """Area term, 1/G^2 term and exponential term of dE/d eps_ab."""
        gx, gy = self.gpar[:, :1], self.gpar[:, 1:]
        p, x = kernel_strain_parts(gx, gy, self.kz, a, b, self.zc)
        pre = 1 / (2 * self.area * self.L)
        return np.array([-(a == b) * self.energy(),
                         pre * np.sum(self.N2 * p), pre * np.sum(self.N2 * x)])

    def rigid_cloud_term(self, a, b):
        gagb = (self.gpar[:, a] * self.gpar[:, b])[:, None]
        v = kernel(self.g, self.kz, self.zc)
        return WIDTH**2 / (self.area * self.L) * np.sum(v * self.N2 * gagb)

    def exponential_closed_form(self, a, b):
        """The exponential term after summing over Gz for a confined slab."""
        keep = self.g[:, 0] > 0
        G, g = self.gpar[keep], self.g[keep, 0]
        phase = np.exp(-1j * (G @ SITES[:, :2].T)) * CHARGES
        up = np.sum(phase * np.exp(g[:, None] * SITES[:, 2]), axis=1)
        down = np.sum(phase * np.exp(-g[:, None] * SITES[:, 2]), axis=1)
        weight = 2 / np.expm1(g * self.L) * np.real(np.conj(up) * down)
        return -PI * self.zc / self.area * np.sum(G[:, a] * G[:, b] / g**2
                                                  * weight)


def real_space_energy(F, side, rigid=False, reach=20):
    """Lattice sum using 1/r = 2/sqrt(pi) int_0^inf exp(-t^2 r^2) dt.

    The t integral is a trapezoid sum in log t.  The cell has no charge and no
    dipole, so the tail falls as reach^-3 and is removed by extrapolation.
    """
    i, j = np.meshgrid(np.arange(-reach, reach + 1),
                       np.arange(-reach, reach + 1))
    index = np.column_stack([i.ravel(), j.ravel()])
    R = index @ (side * SHAPE)
    pair = (SITES[:, None, :] - SITES[None, :, :]).reshape(-1, 3)
    qq = np.outer(CHARGES, CHARGES).ravel()
    d = (R[:, None, :] + pair[None, :, :2]) @ F.T
    xx, yy, xy = d[..., 0]**2, d[..., 1]**2, d[..., 0] * d[..., 1]
    zz = pair[:, 2]**2
    cov = WIDTH**2 * (np.eye(2) if rigid else F @ F.T)
    step = 0.2
    per_cell = np.zeros(len(R))
    for t in np.exp(np.arange(-14, 12, step)):
        M = np.eye(2) + 4 * t**2 * cov
        W = np.linalg.inv(M)
        mz = 1 + 4 * t**2 * WIDTH**2
        form = W[0, 0] * xx + W[1, 1] * yy + 2 * W[0, 1] * xy + zz / mz
        scale = 2 / np.sqrt(PI) * step * t / np.sqrt(np.linalg.det(M) * mz)
        per_cell += scale * (np.exp(-t**2 * form) @ qq)
    half = reach // 2
    inner = np.max(np.abs(index), axis=1) <= half
    full, part = per_cell.sum() / 2, per_cell[inner].sum() / 2
    return full + (full - part) / (((reach + 0.5) / (half + 0.5))**3 - 1)


SIDE, HEIGHT = 40.0, 20.0
ZC = HEIGHT / 2

# Kernel against its definition, commensurate and general cutoffs
for g in (0.0, 0.157, 0.8):
    for n in (0, 1, 2, 5):
        kz = 2 * PI * n / HEIGHT
        assert abs(kernel(g, kz, ZC) - kernel_by_quadrature(g, kz, ZC)) < 1e-8
g, kz, other = 0.3, 0.7, 7.3
general = 4 * PI / (g**2 + kz**2) * (1 + np.exp(-g * other) * (
    kz / g * np.sin(kz * other) - np.cos(kz * other)))
assert abs(general - kernel_by_quadrature(g, kz, other)) < 1e-9

# Strain derivative of the kernel against differences of the quadrature
for n in (0, 1, 2):
    for a, b in COMPONENTS.values():
        G = np.array([0.15, 0.09])
        kz = 2 * PI * n / HEIGHT
        numeric = derivative(lambda e: kernel_by_quadrature(
            np.linalg.norm(G @ np.linalg.inv(deformation(a, b, e))), kz, ZC))
        formula = sum(kernel_strain_parts(G[0], G[1], kz, a, b, ZC))
        assert abs(numeric - formula) < 1e-6 * max(1, abs(formula))

# Sum over Gz: open-boundary interaction inside the cutoff, image beyond it
g = 2 * PI / SIDE
kz = 2 * PI / HEIGHT * np.arange(-100000, 100001)
for u in (3.0, 13.0):
    near = min(u, HEIGHT - u)
    value = np.sum(kernel(g, kz, ZC) * np.cos(kz * u)) / HEIGHT
    assert abs(value - 2 * PI / g * np.exp(-g * near)) < 1e-6
u = 3.0
slope = np.sum(sum(kernel_strain_parts(g, 0.0, kz, 0, 0, ZC))
               * np.cos(kz * u)) / HEIGHT
assert abs(slope - 2 * PI / g * (1 + g * u) * np.exp(-g * u)) < 1e-6

slab = PlaneWaveSlab(SIDE, HEIGHT)
to_N_per_m = (constants.physical_constants["Hartree energy"][0]
              / constants.physical_constants["Bohr radius"][0]**2)
E_pw = slab.energy()
E_real = real_space_energy(np.eye(2), SIDE)
assert abs(E_pw - E_real) < 1e-6
print(f"cell side {SIDE:.0f} bohr, height L {HEIGHT:.0f} bohr, zc {ZC:.0f} bohr,"
      f" area {slab.area:.0f} bohr^2")
print("charges (e):", CHARGES, " cloud width (bohr):", WIDTH)
print("position of first charge (bohr):", ARM, " third: opposite")
print(f"Hartree energy, plane waves      {E_pw:.8f} Ha")
print(f"Hartree energy, real-space sum   {E_real:.8f} Ha")
print("dE/d eps in Ha:")
for name, (a, b) in COMPONENTS.items():
    terms = slab.strain_terms(a, b)
    total = terms.sum()
    fd_pw = derivative(lambda e: slab.energy(deformation(a, b, e)))
    fd_real = derivative(lambda e: real_space_energy(deformation(a, b, e),
                                                     SIDE))
    assert abs(total - fd_pw) < 1e-8
    assert abs(total - fd_real) < 1e-6
    assert abs(total - terms[2] - fd_real) > 1e-4   # omission is detected
    print(f" {name}: area {terms[0]:.7f}, 1/G^2 {terms[1]:.7f},"
          f" exponential {terms[2]:.7f}")
    print(f"     total {total:.7f}, FD plane waves {fd_pw:.7f},"
          f" FD real space {fd_real:.7f}")
    print(f"     stress {total / slab.area:.6e} Ha/bohr^2"
          f" = {total / slab.area * to_N_per_m:.5f} N/m")
    rigid = total + slab.rigid_cloud_term(a, b)
    fd_rigid = derivative(lambda e: real_space_energy(deformation(a, b, e),
                                                      SIDE, rigid=True))
    assert abs(rigid - fd_rigid) < 1e-6
    print(f"     rigid clouds: formula {rigid:.7f}, FD real space"
          f" {fd_rigid:.7f}")

print("two-point difference of plane-wave energy, xx, error in Ha:")
exact_xx = slab.strain_terms(0, 0).sum()
errors = []
for h in (0.04, 0.02, 0.01):
    fd = (slab.energy(deformation(0, 0, h))
          - slab.energy(deformation(0, 0, -h))) / (2 * h)
    errors.append(fd - exact_xx)
    print(f" strain step {h:.2f}: {errors[-1]:.3e}")
assert all(3.8 < errors[i] / errors[i + 1] < 4.2 for i in (0, 1))

print("one Gz=0 element: derivative without / with the exponential part")
for x in (0.01, 1.0, 5.0):
    p, e = kernel_strain_parts(x / ZC, 0.0, 0.0, 0, 0, ZC)
    ratio = p / (p + e)
    print(f" g zc = {x:.2f}: ratio {ratio:.4f}")
    if x == 0.01:
        assert abs(ratio - 2) < 0.02

print("dE/d eps_xx (Ha): full, exponential term, its closed form, share")
results = {}
for side, height in ((10, 20), (20, 20), (40, 20), (80, 20), (40, 30),
                     (40, 40)):
    s = PlaneWaveSlab(float(side), float(height))
    terms = s.strain_terms(0, 0)
    closed = s.exponential_closed_form(0, 0)
    # absolute part: Gaussian tails that reach past the cutoff
    assert abs(terms[2] - closed) < 2e-8 + 1e-5 * abs(closed)
    results[side, height] = terms
    print(f" side {side}, L {height} bohr: {terms.sum():.7f}, {terms[2]:.3e},"
          f" {closed:.3e}, {100 * abs(terms[2] / terms.sum()):.4f} %")
for height in (30, 40):
    shift = results[40, height].sum() - results[40, 20].sum()
    assert abs(shift) < 1e-7
    assert abs(results[40, height][2]) < abs(results[40, 20][2])
    print(f"shift of full dE/d eps_xx, L 20 -> {height} bohr: {shift:.1e} Ha")
assert abs(results[10, 20][2]) < 0.1 * abs(results[40, 20][2])

print("done: every assertion held")
```

Output:

```
cell side 40 bohr, height L 20 bohr, zc 10 bohr, area 1600 bohr^2
charges (e): [ 1. -2.  1.]  cloud width (bohr): 1.0
position of first charge (bohr): [8.  4.  0.5]  third: opposite
Hartree energy, plane waves      1.30170083 Ha
Hartree energy, real-space sum   1.30170083 Ha
dE/d eps in Ha:
 xx: area -1.3017008, 1/G^2 1.0470664, exponential -0.0127924
     total -0.2674269, FD plane waves -0.2674269, FD real space -0.2674269
     stress -1.671418e-04 Ha/bohr^2 = -0.26022 N/m
     rigid clouds: formula 0.3117605, FD real space 0.3117605
 yy: area -1.3017008, 1/G^2 0.8255892, exponential -0.0058242
     total -0.4819358, FD plane waves -0.4819358, FD real space -0.4819358
     stress -3.012099e-04 Ha/bohr^2 = -0.46895 N/m
     rigid clouds: formula 0.0779264, FD real space 0.0779264
 xy: area 0.0000000, 1/G^2 0.1479210, exponential -0.0042139
     total 0.1437072, FD plane waves 0.1437072, FD real space 0.1437072
     stress 8.981699e-05 Ha/bohr^2 = 0.13984 N/m
     rigid clouds: formula 0.1566424, FD real space 0.1566424
two-point difference of plane-wave energy, xx, error in Ha:
 strain step 0.04: 4.192e-05
 strain step 0.02: 1.048e-05
 strain step 0.01: 2.620e-06
one Gz=0 element: derivative without / with the exponential part
 g zc = 0.01: ratio 1.9901
 g zc = 1.00: ratio 1.4104
 g zc = 5.00: ratio 1.0173
dE/d eps_xx (Ha): full, exponential term, its closed form, share
 side 10, L 20 bohr: -0.4190362, -1.857e-05, -1.857e-05, 0.0044 %
 side 20, L 20 bohr: -0.2118769, -5.828e-03, -5.828e-03, 2.7507 %
 side 40, L 20 bohr: -0.2674269, -1.279e-02, -1.279e-02, 4.7835 %
 side 80, L 20 bohr: -0.2676313, -1.291e-02, -1.291e-02, 4.8227 %
 side 40, L 30 bohr: -0.2674269, -2.335e-03, -2.335e-03, 0.8730 %
 side 40, L 40 bohr: -0.2674269, -4.839e-04, -4.839e-04, 0.1810 %
shift of full dE/d eps_xx, L 20 -> 30 bohr: 1.1e-13 Ha
shift of full dE/d eps_xx, L 20 -> 40 bohr: 1.1e-13 Ha
done: every assertion held
```
